# Complementary-Error-Function Supplement to Explicit Subbands in an Inversion Layer

**Q.** I solve the Schrödinger equation for a few subbands and want classical electrons to stand for the rest. Why not add the classical electrons whose energy exceeds the last subband?

**A.** First we must say which energy. Take one ladder of $g$ equivalent valleys, with parabolic bands and mass axes along $x,y,z$; $z$ is the confinement direction. Let $E_c(z)$ be the local band edge and define

$$E_z=E_c(z)+\frac{\hbar^2k_z^2}{2m_z}.$$

This excludes in-plane kinetic energy. A subband has a fixed confinement energy $E_n$, but its electrons have every in-plane energy from zero upwards. Summing its occupation over all in-plane momenta has already counted its energetic electrons. The states still missing are therefore labelled by high $E_z$, not by high total energy. The classical electrons to add satisfy $E_z>E_{\rm cut}$.

**Q.** Then derive their density. I want to see where the masses go.

**A.** Write $\theta=k_BT$ and let $E_F$ be the Fermi level. Assume equilibrium and, for now, Boltzmann occupation. With two spins,

$$n_>(z)=2g\int\frac{d^3k}{(2\pi)^3}\,e^{(E_F-E)/\theta}\,\Theta(E_z-E_{\rm cut}),$$

$$E=E_z+\frac{\hbar^2k_x^2}{2m_x}+\frac{\hbar^2k_y^2}{2m_y}.$$

The step function does not involve $k_x$ or $k_y$, so those integrals are complete Gaussians:

$$\int_{-\infty}^{\infty}e^{-\hbar^2k_x^2/2m_x\theta}\,dk_x=\frac{\sqrt{2\pi m_x\theta}}{\hbar},$$

and likewise for $y$. Where $E_c<E_{\rm cut}$, the step requires $|k_z|>k_c$, with $\hbar^2k_c^2/2m_z=E_{\rm cut}-E_c$. Substitute $t=\hbar k_z/\sqrt{2m_z\theta}$. The lower limit becomes $\sqrt u$, where

$$u=\frac{E_{\rm cut}-E_c(z)}{\theta}.$$

Both signs of $k_z$ contribute, hence

$$2\int_{k_c}^{\infty}e^{-\hbar^2k_z^2/2m_z\theta}dk_z
=\frac{2\sqrt{2m_z\theta}}{\hbar}\int_{\sqrt u}^{\infty}e^{-t^2}dt
=\frac{\sqrt{2\pi m_z\theta}}{\hbar}\,\mathrm{erfc}\sqrt u .$$

The last step uses $\mathrm{erfc}\,y=(2/\sqrt\pi)\int_y^\infty e^{-t^2}dt$. Multiplying the three integrals by $2g/(2\pi)^3$ gives

$$n_>(z)=N_c\,e^{(E_F-E_c)/\theta}\,\mathrm{erfc}\sqrt u,$$

$$N_c=2g\left(\frac{\theta}{2\pi\hbar^2}\right)^{3/2}\sqrt{m_xm_ym_z}.$$

The masses sit in $N_c$; the factor depends on $u$ alone. Where $E_c\ge E_{\rm cut}$, every $k_z$ qualifies. We then set $u=0$ and the factor is 1.

A direct three-dimensional momentum sum tests this. For masses $(0.19,0.916,0.19)\,m_0$, $E_c=20$ meV, $E_F=-50$ meV and cutoffs of 10, 30 and 100 meV at 300 K, sum and formula agree to one part in $10^7$.

**Q.** How much harm would a cut on total energy do?

**A.** It would add electrons with $E_z<E_{\rm cut}$ but $E>E_{\rm cut}$, which the explicit subbands already hold. Let $t^2$ be the $z$ kinetic energy in units of $\theta$. The in-plane kinetic energy $w$, in the same units, has probability density $e^{-w}$, because the two-dimensional density of states is constant. The chance that $w>u-t^2$ is $e^{-(u-t^2)}$. The duplicated fraction of the local classical density is

$$\frac{2}{\sqrt\pi}\int_0^{\sqrt u}e^{-t^2}e^{-(u-t^2)}dt=2\sqrt{\frac u\pi}\,e^{-u}.$$

At $u=1$ this is 0.4151, while the wanted factor is 0.1573. Sampling two million Maxwellian momenta gives 0.4150 and 0.1573. Here the duplicated part exceeds the wanted part.

**Q.** In strong inversion the band edge lies below the Fermi level. Boltzmann statistics must then fail.

**A.** They fail for the low states, which are not in the supplement. For the retained states, do the in-plane integral with Fermi-Dirac occupation. With $m_d=\sqrt{m_xm_y}$ and $D=gm_d/\pi\hbar^2$, it is

$$D\int_0^\infty\frac{d\varepsilon}{1+e^{(E_z+\varepsilon-E_F)/\theta}}=D\theta\ln(1+x),\qquad x=e^{(E_F-E_z)/\theta}.$$

Boltzmann statistics replace $\ln(1+x)$ by $x$. For $x>0$,

$$x-\frac{x^2}{2}<\ln(1+x)<x .$$

The left inequality holds because the two sides agree at $x=0$ and the derivative of their difference is $1/(1+x)-1+x=x^2/(1+x)>0$. The right one follows from $1/(1+x)<1$. Among retained states $x\le x_c$, where $x_c=\exp\{[E_F-\max(E_{\rm cut},E_c)]/\theta\}$. Thus the Boltzmann excess is less than $\frac12\int x^2dk_z\le\frac12x_c\int x\,dk_z$, apart from a common prefactor. As a fraction of the Boltzmann density, the excess lies below $x_c/2$.

Take $E_F$ 50 meV above the local band edge and $E_{\rm cut}$ 80 meV above $E_F$, at 300 K. The bound is 2.26% and the computed excess is 1.15%. It is therefore sufficient that $E_{\rm cut}-E_F\gg\theta$, whatever the sign of $E_c-E_F$.

**Q.** Numerically you multiply a huge exponential by a tiny error function. And what does a Newton solver see?

**A.** For $u\geq0$ and $E_c\le E_{\rm cut}$, write $E_F-E_c=(E_F-E_{\rm cut})+u\theta$. With $\mathrm{erfcx}\,y=e^{y^2}\mathrm{erfc}\,y$,

$$n_>=N_c\,e^{(E_F-E_{\rm cut})/\theta}\,\mathrm{erfcx}\sqrt u .$$

The large and small factors have been combined analytically.

For the Newton derivative, first hold $E_{\rm cut}$, $E_F$ and $T$ fixed. Since $\partial u/\partial E_c=-1/\theta$ and $d\,\mathrm{erfc}\sqrt u/du=-e^{-u}/\sqrt{\pi u}$,

$$\frac{\partial n_>}{\partial E_c}=\frac{N_c}{\theta}e^{(E_F-E_c)/\theta}\left[\frac{e^{-u}}{\sqrt{\pi u}}-\mathrm{erfc}\sqrt u\right].$$

The bracket is positive, because $t/\sqrt u>1$ inside the integral for $\mathrm{erfc}$:

$$\mathrm{erfc}\sqrt u<\frac{2}{\sqrt\pi}\int_{\sqrt u}^{\infty}\frac{t}{\sqrt u}e^{-t^2}dt=\frac{e^{-u}}{\sqrt{\pi u}}.$$

Raising the local edge towards a fixed cutoff therefore raises the density. Electrons of given $E_z$ move more slowly there and spend longer in each interval of depth. Beyond the turning point, where $E_c=E_{\rm cut}$, the density falls as $e^{-E_c/\theta}$. In a well whose edge rises with depth, it peaks at the turning point with a cusp, and the derivative diverges as $u^{-1/2}$ on the inner side.

If the cutoff moves with the potential, its own derivative must be included:

$$\frac{\partial n_>}{\partial E_{\rm cut}}=-\frac{N_c}{\theta}e^{(E_F-E_c)/\theta}\frac{e^{-u}}{\sqrt{\pi u}}.$$

For a rigid shift of both energies the singular terms cancel, leaving $-n_>/\theta$. A general potential change also alters the spacing between cutoff and local edge, so the cancellation is then incomplete.

**Q.** You have partitioned classical phase space. My subbands are discrete quantum states. Why should the two pieces fit?

**A.** In general they fit approximately, and the error can be found. Classical phase space contains one $z$ state per $2\pi$ of area in $(z,k_z)$. The number below energy $E$ is

$$N(E)=\frac1\pi\int_{E_c<E}\frac{\sqrt{2m_z[E-E_c(z)]}}{\hbar}\,dz .$$

Each $z$ state carries the in-plane factor $D\theta e^{(E_F-E)/\theta}$. Integrating the local density over depth and grouping states by $E_z$ gives

$$n_{s,>}=D\theta\int_{E_{\rm cut}}^\infty\frac{dN}{dE}\,e^{(E_F-E)/\theta}\,dE .$$

The quantum quantity is $D\theta\sum_{n>M}e^{(E_F-E_n)/\theta}$ when $M$ subbands are explicit. The supplement replaces this sum by an integral.

Consider equal spacing $\Delta$, with $s=\Delta/\theta$, and put the cutoff a distance $\delta$ below the first omitted level $E_{M+1}$. Then $dN/dE=1/\Delta$, so the integral gives $(1/s)e^{(E_F-E_{\rm cut})/\theta}$. The sum is geometric and gives $e^{(E_F-E_{M+1})/\theta}/(1-e^{-s})$. Their ratio is

$$R=\frac{\text{supplement}}{\text{level sum}}=e^{\delta/\theta}\,\frac{1-e^{-s}}{s}.$$

For small $s$, $(1-e^{-s})/s=1-s/2+\dots$ and $e^{\delta/\theta}=1+s\delta/\Delta+\dots$. Hence

$$R=1+s\left(\frac{\delta}{\Delta}-\frac12\right)+O(s^2).$$

The linear error vanishes at $\delta=\Delta/2$, midway between the last explicit and first omitted levels. There

$$R=\frac{e^{s/2}-e^{-s/2}}{s}=\frac{2\sinh(s/2)}{s}=1+\frac{s^2}{24}+\dots$$

A harmonic well has equal spacing. Integrating the erfc density over its depth and summing its omitted levels gives $R=1.010$, $1.042$ and $1.175$ for $s=0.5$, 1 and 2, in agreement with this formula.

**Q.** Surely it is cleaner to choose $N(E_{\rm cut})=M$, so that the phase-space count equals the number of explicit levels.

**A.** That depends on the walls. In a harmonic well $N(E)=E/\hbar\omega$ and $E_n=(n-\frac12)\hbar\omega$, so $N(E_n)=n-\frac12$. Count matching then coincides with the midpoint. Between two hard walls a distance $L$ apart, $N(E)=L\sqrt{2m_zE}/\pi\hbar$, while $k_n=n\pi/L$ gives $N(E_n)=n$. Count matching puts the cutoff on the last explicit level, about half a level too low.

An inversion layer has one hard wall and one soft turning point. Let $E_c=Fz$ for $z>0$, with $F$ the force in energy per length, and require $\psi(0)=0$. Define

$$e_0=\left(\frac{\hbar^2F^2}{2m_z}\right)^{1/3},\qquad \ell=\frac{e_0}{F}.$$

In the variable $\xi=z/\ell-E/e_0$ the Schrödinger equation becomes $\psi''=\xi\psi$. Its decaying solution is $\mathrm{Ai}(\xi)$, so $E_n=a_ne_0$, where $-a_n$ are the zeros of $\mathrm{Ai}$. The count is

$$N(E)=\frac{\sqrt{2m_z}}{\pi\hbar}\int_0^{E/F}\sqrt{E-Fz}\,dz=\frac{2}{3\pi}\left(\frac E{e_0}\right)^{3/2}.$$

For large $a$, $\mathrm{Ai}(-a)$ is proportional to $a^{-1/4}\sin(\frac23a^{3/2}+\frac\pi4)$. Its zeros obey $\frac23a_n^{3/2}\approx\pi(n-\frac14)$, and therefore $N(E_n)\approx n-\frac14$. For the first four levels the numerical count agrees with this to within 0.012. Count matching now gives $\delta\approx\frac34\Delta$ and a leading error of $+s/4$.

**Q.** Show me that on a silicon surface.

**A.** Take a (100) surface at 300 K, so $\theta=25.85$ meV, with a triangular well of field 0.05 MV/cm, or $F=5$ meV/nm. Set the surface band edge to zero and $E_F=-180$ meV. The D2 ladder has $g=2$, $m_z=0.916\,m_0$ and $m_d=0.190\,m_0$. The D4 ladder has $g=4$, $m_z=0.190\,m_0$ and $m_d=0.417\,m_0$. Each has three explicit subbands and its own cutoff.

For D2 the third and fourth levels are 55.93 and 68.76 meV. The midpoint is 62.34 meV and the gap gives $s=0.496$. At $z=5$ nm, $E_c=25$ meV, so

$$u=\frac{62.34-25.0}{25.85}=1.444,\qquad \mathrm{erfc}\sqrt u=0.0892,$$

$$n_>=9.13\times10^{18}\,e^{-205/25.85}\times0.0892=2.93\times10^{14}\ \mathrm{cm^{-3}}.$$

For D4 the corresponding levels are 94.48 and 116.15 meV, the midpoint is 105.32 meV and $s=0.838$. The sheet densities, in units of $10^9\ \mathrm{cm^{-2}}$, are:

| ladder | explicit | supplement | omitted levels |
|---|---:|---:|---:|
| D2 | 2.782 | 0.827 | 0.816 |
| D4 | 5.208 | 0.385 | 0.371 |

The explicit part and supplement add to $7.990+1.212=9.202$; the full level sum is 9.178. The combined error is $+0.27\%$ of that sum. Without a supplement it is $-12.9\%$. A total-energy cut at the same cutoffs gives $+22.8\%$, and adding the unfiltered classical density gives $+133\%$.

With everything but the cutoff fixed, the errors relative to each ladder's omitted density are:

| cutoff | D2 | D4 |
|---|---:|---:|
| last explicit level | +24.9% | +50.7% |
| matched count | +12.2% | +24.3% |
| midpoint | +1.4% | +3.6% |
| first omitted level | −18.0% | −29.1% |

For matched counts the leading estimate $s/4$ gives 12% and 21%. At the midpoint the equal-spacing formula gives 1.0% and 3.0%. Both are estimates only, since the levels of the triangular well are not equally spaced.

**Q.** A good sheet density could hide a bad profile.

**A.** It does so, most severely at the wall. The omitted wavefunctions vanish there, whereas the classical density does not. For D2, the ratio of the omitted-level density to the supplement is 0.04 at 0.1 nm, 1.84 at 1 nm, 0.56 at 5 nm, 1.14 at 12 nm and 1.005 at 25 nm. The classical turning depth for the cutoff is $62.34/5=12.5$ nm.

The excess at 1 nm fits a standing wave. Near the wall a level's density is about $2\sin^2(kz)$ times its classical value, with $k=\sqrt{2m_zE_n}/\hbar=\sqrt{a_n}/\ell$. From $E_1=23.69$ meV and $a_1=2.338$, $e_0=10.13$ meV and $\ell=2.03$ nm. For the fourth level $a_4=68.76/10.13=6.79$, so $k=1.29\ \mathrm{nm^{-1}}$ and the first maximum is at $\pi/2k=1.2$ nm.

The supplement is therefore suited to the integrated charge of high subbands and to the region well past the turning point. Between the interface and the turning point the true density oscillates about the supplement, which therefore describes the local density there poorly. If that density matters, compute more subbands.

**Q.** Does this stand for a real transistor, especially a scaled one?

**A.** The numbers roughly represent a lightly doped silicon n-channel surface near threshold. An acceptor density of $1.1\times10^{16}\ \mathrm{cm^{-3}}$ gives this surface field with a depletion width of 294 nm and a band bending of 0.735 eV. Strongly inverted scaled transistors have much larger fields, roughly 0.5 MV/cm or more, so this example is far from them.

For the present field, the curved depletion potential raises the total density by 2.7%; refining its mesh from 0.2 to 0.1 nm moves that density by 0.08%. The inversion charge itself contributes a field equal to 2.8% of the surface field.

Oxide penetration matters more. With a 3.1 eV barrier and oxide mass $m_{\rm ox}=0.5\,m_0$, the wavefunction decays over $1/\kappa=0.157$ nm. Continuity of $\psi$ and $\psi'/m$ gives $\psi/\psi'=m_{\rm ox}/(m_z\kappa)$ at the interface, which acts as an outward displacement of the hard wall. Multiplying by $F$ lowers the levels by about 0.43 meV in D2 and 2.06 meV in D4. Their densities rise by about 1.7% and 8.3% respectively, and the total density by about 5.7%. These changes exceed the 0.27% combined error in the total density, so that small figure measures agreement within the model, not accuracy for a device.

Nonparabolicity also enters. If the local kinetic energy $\varepsilon$ obeys $\varepsilon(1+\alpha\varepsilon)=\sum_i\hbar^2k_i^2/2m_i$, instead of being equal to the right-hand side, the in-plane density of states gains a factor $1+2\alpha\varepsilon$. Take $\alpha=0.5\ \mathrm{eV^{-1}}$ and $\varepsilon=E_{\rm cut}+2\theta=114$ meV, a representative kinetic energy of D2 tail electrons at the surface. The in-plane factor there rises by about 11%. The $k_z$ states also become denser, so the local density at the surface rises by more than this. Deeper in the well the kinetic energy is smaller, and for the D2 tail as a whole 11% is a rough upper estimate. Degeneracy is negligible here: for D2, $x_c/2$ is 0.004%.

**Q.** What happens if I raise the field or cool the device?

**A.** Both increase $s$. In the triangular well the spacing scales as $F^{2/3}$. At 0.5 MV/cm and 300 K it is $10^{2/3}=4.64$ times larger, giving $s=2.3$ for D2 and 3.9 for D4. The equal-spacing formula then estimates midpoint excesses of 24% and 76% of the omitted density. But the omitted density has become small. In D2 the fourth level lies $4.64\times(68.76-23.69)=209$ meV above the first, a Boltzmann ratio of about $3\times10^{-4}$ if both levels are nondegenerate.

Cooling to 77 K at the original field gives computed supplement-to-omitted ratios of 1.18 for D2 and 1.53 for D4. The D2 population ratio of fourth to first level is $e^{-45.07/6.64}\approx10^{-3}$. In both cases, within the triangular well, the supplement is inaccurate where it is scarcely needed, provided three subbands remain explicit. The high-field case needs the field to stay near its surface value over the extent of the upper subbands, as when it comes mostly from depletion charge in a heavily doped channel. If the lightly doped surface above is instead driven to 0.5 MV/cm by inversion charge, about $2.9\times10^{12}\ \mathrm{cm^{-2}}$, that charge screens the field with depth and the well is no longer triangular. The self-consistent well then has $s\approx0.8$ for D2 and $1.0$ for D4, the omitted levels hold about 4% of the electrons, and the midpoint supplement is within about 5% of them, so it remains useful.

The useful regime has omitted levels that are appreciably occupied but closely spaced compared with $\theta$. There, put each ladder's cutoff midway between its last explicit and first omitted levels, and check that it lies several $\theta$ above $E_F$. This requires solving for one level more than you fill explicitly. The numerical output gives the remaining values for this example.

## Values computed for the example and the checks

```
temperature 300 K, kT = 25.852 meV
surface field = 0.050 MV/cm, EF - surface band edge = -0.18 eV
explicit subbands per ladder = 3
D2: g = 2, mz = 0.916 m0, md = 0.1900 m0, Nc = 9.1265e+18 cm^-3
D4: g = 4, mz = 0.190 m0, md = 0.4172 m0, Nc = 1.8253e+19 cm^-3
u = 1: erfc factor 0.1573, sampled 0.1573
u = 1: double-counted part of total-energy cut 0.4151, sampled 0.4150
degenerate test: EF-Ec = 50 meV, Ecut-EF = 80 meV
degenerate test: Boltzmann excess 1.152 %, bound 2.265 %
harmonic well, spacing/kT = 0.5: supplement/true = 1.01045
harmonic well, spacing/kT = 1.0: supplement/true = 1.04219
harmonic well, spacing/kT = 2.0: supplement/true = 1.17520
D2: levels 1-4 = 23.69, 41.42, 55.93, 68.76 meV
D2: midpoint cutoff = 62.34 meV, gap/kT = 0.496
D2: explicit sheet density = 2.7824e+09 cm^-2
D2: supplement = 8.2728e+08, true omitted = 8.1600e+08 cm^-2
D2: supplement error, cut at last explicit level +24.94 %
D2: same, count-matched cut at 59.23 meV +12.24 %
D2: same, midpoint +1.38 %, first omitted level -17.97 %
D2: midpoint supplement/true omitted at 77 K = 1.1779
D4: levels 1-4 = 40.02, 69.96, 94.48, 116.15 meV
D4: midpoint cutoff = 105.32 meV, gap/kT = 0.838
D4: explicit sheet density = 5.2079e+09 cm^-2
D4: supplement = 3.8460e+08, true omitted = 3.7132e+08 cm^-2
D4: supplement error, cut at last explicit level +50.74 %
D4: same, count-matched cut at 100.06 meV +24.31 %
D4: same, midpoint +3.58 %, first omitted level -29.08 %
D4: midpoint supplement/true omitted at 77 K = 1.5324
both ladders: full level sum = 9.1777e+09 cm^-2
both ladders: explicit + supplement = 9.2022e+09 cm^-2
error, explicit only: -12.94 %
error, explicit + erfc supplement: +0.27 %
error, explicit + total-energy cut: +22.80 %
error, explicit + unfiltered classical: +133.06 %
level-sum shift, 100 to 200 levels = 1.3e-08 %
D2 at 5 nm: Ec = 25.0 meV, u = 1.4445, erfc factor = 0.08919
D2 at 5 nm: supplement = 2.9293e+14 cm^-3, kT dln(n)/dEc = 0.2415
D2: supplement peaks at turning depth = 12.469 nm
D2 true omitted/supplement density: 0.1 nm 0.040, 1 nm 1.841, 5 nm 0.562, 12 nm 1.143, 25 nm 1.005
acceptors 1.10e+16 cm^-3: depletion width 293.9 nm, bending 0.735 eV
depletion curvature changes total density by +2.72 %
mesh check, 0.2 to 0.1 nm, shifts total density by -0.080 %
field of inversion charge = 0.00142 MV/cm, 2.84 % of field
oxide model: barrier 3.1 eV, mass 0.5 m0, decay length 0.157 nm
D2: oxide penetration lowers levels by 0.428 meV, density +1.67 %
D4: oxide penetration lowers levels by 2.063 meV, density +8.31 %
nonparabolicity 0.5 /eV: D2 tail state density up by at most about 11 %
D2 degeneracy bound in example = 4.2e-03 %
```
